Exposure and Aspect Ratio for Atomic-Layer Barriers in Deep Trenches

Suppose that a precursor pulse is known to coat a trench of one depth, and the next design doubles the aspect ratio at the same width. The pulse must be lengthened, and the scaling law decides by how much. If the exposure grows as the square of the aspect ratio, the factor is four. For the very long trench in the example below that answer is too large: going from aspect ratio 40 to 80 takes a factor of 3.1. The part of the exposure due to geometry grows by a factor of 3.3, and the part that a flat surface would also need does not grow.

**Model and result**

A trench has width w, depth L and aspect ratio a = L/w. The gas is so thin that molecules collide with walls and not with each other. A molecule that does not stick leaves the wall by the cosine law, with no memory of its arrival. The surface takes up at most K molecules per area. At coverage θ an arriving molecule sticks, irreversibly, with probability s(1 − θ). The precursor pressure P at the mouth supplies the flux

J₀ = P/√(2π m k_B T),

where m is the molecular mass. For a pulse of duration t, the exposure is Pt. Its dimensionless form is

E = J₀t/K,

the number of molecules offered per adsorption place at the mouth.

The result of both derivations below is, to leading order in depth and for diffusion-limited filling,

E ≈ L²/σ²,  (1)

where σ² is the mean squared displacement along the depth between two wall hits. If the cross-section is bounded in both directions and L is much larger than both, σ² is a constant and the square law holds. If the trench is much longer than it is deep, σ² grows logarithmically with depth, and

E ≈ a²/ln a  (2)

is the limiting law.

**First derivation: counting wall hits**

Divide the surface into small cells. Let F_ij be the probability that a molecule leaving cell i next hits cell j, and f_i the probability that it leaves through the mouth instead. Then

Σ_j F_ij + f_i = 1.  (3)

Line-of-sight exchange is reciprocal, A_i F_ij = A_j F_ji for cell areas A_i. The flux arriving at i from j is therefore F_ij times the flux per area leaving j. What leaves j is what arrives less what sticks. Neglecting the gas stored in the trench,

J_i = Σ_j F_ij (J_j − K dθ_j/dt) + f_i J₀,

K dθ_i/dt = s J_i (1 − θ_i).

Integrate both equations over the pulse, starting from a bare surface, and define Φ_i = (1/K)∫J_i dt. The second gives −ln(1 − θ_i) = sΦ_i, and the first gives

Φ_i = Σ_j F_ij (Φ_j − θ_j) + f_i E.

Time has dropped out. Now multiply (3) by E and subtract the last equation. With the deficit g_i = E − Φ_i,

g_i = Σ_j F_ij (g_j + θ_j).

Inserting the right side into itself repeatedly gives

g = (F + F² + F³ + …) θ.  (4)

The series converges because every molecule eventually escapes. If θ is replaced by 1, the term Fⁿ1 is the probability of at least n further hits before escape. The sum of these probabilities is the mean number of further hits, H_i. Let G be the largest H_i.

Define saturation as the moment when the least covered cell r has bare fraction ε. Then Φ_r = ln(1/ε)/s, and every coverage lies between 1 − ε and 1. Since the series in (4) has no negative entries, g_r ≤ H_r ≤ G. At the cell where H is largest, Φ is at least ln(1/ε)/s and g is at least (1 − ε)G. Adding Φ and g in each case gives

(1 − ε)G ≤ E − ln(1/ε)/s ≤ G.  (5)

The term ln(1/ε)/s is the exposure of a flat surface, and G is the price of the geometry. For a very shallow feature with upright walls G tends to 1, not to zero. Near the bottom corner, half of the molecules leaving the side wall strike the bottom close by, and half of those leaving the bottom there strike the side wall again, so H = ½(1 + H) and H = 1. The exposure then exceeds the flat result by at most about 1. Filling is diffusion-limited when sG ≫ ln(1/ε). In the opposite case the exposure hardly depends on depth.

It remains to find G. Let z be the height above the bottom and ζ the displacement along z in one hop. Up and down are equally likely from any wall point, so displacements in different hops are uncorrelated and their mean squares add. By reciprocity the hits are spread evenly around the perimeter, so σ² is the perimeter average of ⟨ζ²⟩. On scales much larger than a hop,

H(z) = 1 + ⟨H(z + ζ)⟩ ≈ 1 + H(z) + (σ²/2) H″(z),

and therefore H″ = −2/σ². The closed bottom requires H′(0) = 0. The open mouth requires H(L) = 0, up to a layer a few hops thick. Hence

H(z) = (L² − z²)/σ²,  G ≈ L²/σ².  (6)

With the flat term negligible, this is (1).

**Second derivation: a moving front**

Now follow the deposit in time. Suppose that the walls are saturated down to depth x and bare below, with a narrow boundary between. Let j(x′) be the flux leaving the wall at depth x′, and p the perimeter of the cross-section. Per unit depth, pj molecules start a hop each second. Let Q(u) be the probability that a hop goes downward by more than u. The net current through a plane at depth x₀ is then

I = p ∫₀^∞ [j(x₀ − u) − j(x₀ + u)] Q(u) du.

For a locally linear j the bracket is −2u dj/dx′. Integration by parts gives 2∫uQ du = ∫u²q(u) du, where q = −dQ/du is the density of downward hops. Because the hop density is symmetric, this integral is σ²/2. Therefore

I = −(pσ²/2) dj/dx′.  (7)

The saturated wall adsorbs nothing, so I is the same at every depth above the front and j falls linearly. For a deep front it falls from J₀ at the mouth to nearly zero at the front, and

I = pσ²J₀/(2x).

To advance by dx, the front must fill Kp dx adsorption places:

Kp dx = pσ²J₀ dt/(2x).

Cancel p, multiply by 2x and integrate from x = 0 to L:

KL² = σ²J₀t.

This is (1) again. One factor of L comes from the area to be coated, the other from the growing resistance of the path.

Equation (7) also fixes the Knudsen diffusivity D. With gas density n and mean speed v, j = nv/4. For cross-section area A, I = −AD dn/dx′. Comparison gives

D = pσ²v/(8A).  (8)

**The hop length for bounded cross-sections**

Let χ be the angle between the direction of flight and the depth axis, and φ the angle between its projection on the cross-section and the wall normal. The cosine law gives the probability

(1/π) sin²χ cos φ dχ dφ.  (9)

If ℓ is the chord of the cross-section in direction φ, then ζ = ℓ cot χ. The integral of sin²χ cot²χ = cos²χ from 0 to π is π/2, so

⟨ζ²⟩ = ½ ∫ ℓ² cos φ dφ.

For a round hole of diameter d, ℓ = d cos φ. The integral of cos³φ from −π/2 to π/2 is 4/3, hence

σ² = 2d²/3,  G ≈ (3/2)(L/d)².

With p/A = 4/d, (8) gives D = vd/3. Solving the hit equations for round holes gives G = 15490 at L/d = 100 and 60978 at 200. The combination [G(200) − 2G(100)]/(2·100²) removes any term linear in depth and equals 1.500. The wall cells used here, 0.1d high, make both values of G about 0.25% too low, and the remainder beyond the square term grows slightly faster than the depth. The agreement with 3/2 therefore holds to a few parts in a thousand, not to all the digits shown.

For a rectangle of width w and length Y, average ⟨ζ²⟩ over the perimeter. If ds is a wall element, ds cos φ is the width db of a bundle of parallel chords. Also, ℓ²/2 is the integral, along a chord, of the distance R to its end. Thus

pσ² = ∫dA ∫R dφ = ∬ dA dA′/ρ,

where ρ is the distance between two points of the cross-section; the last step uses dA′ = ρ dρ dφ. Set w = 1, y = Y/w and q₀ = √(1 + y²). Counting pairs of points by their separations u and v along the two sides gives

σ² = [2/(1 + y)] ∫₀¹du ∫₀^y dv (1 − u)(y − v)/√(u² + v²).

With α = arsinh y and β = arsinh(1/y), the four integrals needed are

∬1/ρ = α + yβ,
∬u/ρ = ½(yq₀ + α − y²),
∬v/ρ = ½(q₀ + y²β − 1),
∬uv/ρ = (q₀³ − 1 − y³)/3.

Combining them with the factors y, −y, −1 and 1, and using q₀(1 + y²) = q₀³, gives

σ²/w² = [y(α + yβ) + (1 + y³ − q₀³)/3]/(1 + y).  (10)

This is 0.743 for a square and 2.128 for y = 4, so the latter has E ≈ a²/2.128 = 0.470a² once L is much larger than Y. For large y, (10) tends to ln(2y) + ½. A longer trench conducts better, but without a finite limit.

**The endless trench**

If the trench is much longer than deep, Y no longer matters, and depth limits the useful hops. Use (9) with χ measured from the long direction. Integrating over χ leaves the density ½cos φ, so sin φ is uniform between −1 and 1. In units of w, ζ = tan φ and sin φ = ζ/√(1 + ζ²). The hop density is half the derivative of this:

k(ζ) = ½(1 + ζ²)^(−3/2).

Its variance, with hops longer than l left out, follows by parts:

∫₀^l ζ²(1 + ζ²)^(−3/2) dζ = arsinh l − l/√(1 + l²) ≈ ln(2l) − 1.

Choose l = ca with a small fixed c. The short hops have variance ln a plus a constant, and (6) gives about a²/ln a of them before escape. A hop from a side wall exceeds l with probability about 1/(2l²), so the expected number of such long hops is of order 1/(2c² ln a), which vanishes as a grows. The bottom is hit of order a/ln a times, and a leap from it exceeds l with probability about 1/(2l); these leaps also become negligible. This gives (2). In the front picture the same cut at the current depth x gives E ≈ ∫2x dx/ln x, in units of w, with the same leading term.

The local exponent d ln G/d ln a approaches 2 only slowly. The logarithm itself is the cause: for G = a²/ln a the exponent is 2 − 1/ln a. Solving the hit equations gives:

a = 10: G = 47.5, local exponent 1.52
a = 20: G = 141, local exponent 1.62
a = 40: G = 445, local exponent 1.70
a = 80: G = 1473, local exponent 1.75
a = 160: G = 5033, local exponent 1.79

These values use wall cells 0.1w high and a single cell for the bottom. The converged values of G are about 0.03 to 0.06% higher (445.7 at a = 40, 1473.7 at 80, 5034.5 at 160); the exponents do not change in the digits shown. For G = a²/(ln a + C), with C constant, the local exponent would be 2 − G/a², which is 1.72 at a = 40, near the computed value. A sharper test is the slope of a²/G against ln a. It is 1.03 between a = 500 and 2000, where (2) requires 1 and a pure square law 0.

One may instead treat the trench as a tube with hydraulic diameter 4A/p = 2w, so that D = 2wv/3. Equation (8) with A/p = w/2 then gives σ² = 8w²/3 and E ≈ 3a²/8. Relative to the computed G, this leading term is 21% low at a = 10, 6% high at a = 20, 35% high at a = 40 and 91% high at a = 160. Near a = 20 the agreement is a crossing of two curves with different slopes.

**A barrier pulse in numbers**

Take a tantalum nitride barrier grown from pentakis(dimethylamido)tantalum, with molar mass 401.3 g/mol. The trench is 25 nm wide, 1000 nm deep and 50 µm long, so a = 40. The rough, round process values are T = 523 K, precursor pressure 0.01 Torr, K = 2 nm⁻² and s = 0.1. At most 1% of any surface may stay bare. The two parts of the exposure are

ln(100)/0.1 = 46.1,  G = 445.5,  E = 46.1 + 445.5 ≈ 491.5,

where the last digit reflects unrounded terms. Geometry supplies 91% of the total. One unit of E corresponds to

K√(2π m k_B T) = 2.608 × 10⁻⁶ Torr s,

and hence

Pt = 491.5 × 2.608 × 10⁻⁶ Torr s = 1.28 × 10⁻³ Torr s (0.171 Pa s).

Division by 0.01 Torr gives a pulse of 128 ms. A flat surface would need 12 ms. By (5), using the upper value overestimates the exposure by at most 0.01G, or about 1%.

With w, s and pressure held fixed, a = 80 needs E = 46 + 1473 = 1519. The ratio is 1519/491.5 = 3.1, as stated at the start. A fourfold pulse would be 29% longer than this model requires.

Two calculations bear on these numbers. Stepping the adsorption equations in time gives E = 489.0, between the bounds 486.1 and 490.6 found with the same wall cells; the value 491.5 uses finer cells. In the limit of vanishing cell size the bounds become 487.3 and 491.7 and the exposure 490.2, so the last digit shown is not converged; the pulse length is unaffected at the 1% level. Following 40,000 random flights from the worst wall position gives 446.8 ± 1.9 hits, against 445.5 from the hit equations.

The worst position is not the bottom. It lies on the side wall about 4.3 widths above it, while a molecule released on the bottom makes 433.3 further hits. The bottom faces the mouth. From a bottom point at distance b from one side wall, the chance to pass height u on that side is b/(2√(b² + u²)), in units of w. Adding both sides and averaging over b gives √(1 + u²) − u, about 1/(2u). Direct escape, u = a, therefore has a chance of 1.25% and saves about G/(2a) hits. Shorter leaps have density 1/(2u²) and, by (6), save Gu²/a² each; integrated up to a, they save another G/(2a). The sum, G/a = 11 hits, is a rough estimate of the difference of 12. With the computed hit numbers in place of the parabola (6), the shorter leaps save 7.6 hits instead of 5.6, and the hit that ends the first flight from the bottom takes back 1.0, so that 5.6 + 7.6 − 1.0 = 12.2.

**Beside a real process**

This precursor is used for tantalum nitride barriers, but a = 40 is far deeper than an ordinary interconnect trench, whose aspect ratio is a few. There the flat term matters more and the square law is a poor guide. The assumed sticking probability also matters: at s = 0.01 the flat term rises to 461 and E to about 906, so only half of the exposure would follow the geometry. The largest neglected effect that has been sized is the film itself. With 2 nm on each side wall and the depth unchanged, a becomes 47.6 and the exposure rises by 31%, to a pulse of about 168 ms. A molecular size of 0.9 nm, treated as lost width, adds 5.8% to the original exposure. In 1 Torr of nitrogen the estimated free path is 10 µm, ten times the depth, so collisionless flight is reasonable; at 10 Torr the path would be comparable with the depth. About 4% of the line lies within one depth of an end. Desorption, surface diffusion, blocking by reaction products and limited reactor supply are not included, and any of them can change the pulse.

**What each derivation assumes**

Both derivations need collisionless flight, diffuse re-emission and little stored gas. In the example the stored gas is about 10⁻⁶ of the adsorbed amount, and filling takes about 10⁻⁴ ms.

Neither derivation depends on the Langmuir form. Let the sticking probability be s f(θ), the same function on every surface and positive until saturation. The hit-counting argument then gives Φ = ∫dθ/(s f), which still grows with coverage. The flux equation is unchanged, so (5) holds with ln(1/ε)/s replaced by this integral from 0 to 1 − ε. What the argument does need is irreversible uptake proportional to the local flux. It needs no sharp front, and it holds for any shape; depth enters as an approximation only when G is replaced by L²/σ². It gives the final exposure directly, not the history of the deposit.

The front derivation needs more of the adsorption law: bare walls must capture molecules within a short distance, and covered walls must not. In return it gives the history. The coated depth grows as the square root of time when σ² is constant. The front width is neglected, and for the Langmuir form with small s its scale can be estimated. Below the front, the loss psj per unit depth balances −dI/dx′, and (7) gives (σ²/2)j″ = sj. The flux decays over

λ = σ/√(2s).

Estimating σ² in the example by a²/G = 3.6w² gives λ ≈ 4w, one tenth of the depth. The coverage changes over several λ, and in an endless trench long hops add a slow tail, so the example does not have a sharp front. The front derivation requires λ ≪ L, which is the same as sL²/σ² ≫ ½. Neglecting the flat term in (5) requires sG ≫ ln(1/ε). For small ε this condition from hit counting is the stricter of the two, because it includes the exposure needed to cover the last bare places.

Neither derivation makes the square law a property of molecular flow alone. It follows when the hop variance is finite and the depth is large compared with both sides of the opening. The numerical output gives the remaining values.

Computed results

```
Mean squared axial hop, units of width^2 (or diameter^2)
 rectangle length/width    1: formula 0.7433, direct 0.7433
 rectangle length/width    4: formula 2.1281, direct 2.1281
 rectangle length/width   40: formula 4.7711, direct 4.7710
 round hole, direct: 0.6667
 endless trench, hops cut at 40 widths: 3.3825
Round hole: G(100) = 15490, G(200) = 60978
 coefficient of a^2: 1.4999, 1/variance: 1.5000
Endless trench: a^2/G = 6.291 at a=500, 7.716 at a=2000
 slope of a^2/G against ln a: 1.028 (log law 1, pure square law 0)
Endless trench: a, G, G/a^2, local exponent, (3a^2/8)/G
    5     17.36  0.6943  1.381  0.540
   10     47.48  0.4748  1.515  0.790
   20    140.98  0.3525  1.619  1.064
   40    445.49  0.2784  1.696  1.347
   80   1473.15  0.2302  1.751  1.629
  160   5032.81  0.1966  1.791  1.907
Example a = 40: G = 445.5, found 4.25 widths above the bottom
 from the bottom itself: 433.3 hits, direct escape chance 1.25 %
 random flights: worst wall 446.8 +- 1.9, bottom 431.0 +- 1.9
 kinetics a=20, s=1.0: E = 144.9, bounds 143.8 and 145.2
 kinetics a=40, s=0.1: E = 489.0, bounds 486.1 and 490.6
Inputs: width 25 nm, depth 1000 nm, length 50000 nm
 T 523 K, s 0.1, bare fraction 0.01, K 2.0 nm^-2
 molar mass 401.3 g/mol, mean speed 166 m/s
 precursor 0.01 Torr, nitrogen carrier 1.0 Torr
Flat-surface term 46.1, total E 491.5, share of G 90.6 %
 sticking at which both terms are equal: 0.0103
 exposure per unit E: 2.608e-06 Torr s
 flat-surface exposure: 1.201e-04 Torr s
 trench exposure: 1.282e-03 Torr s = 1.709e-01 Pa s
 pulse time: 128.2 ms
Neglected effects
 film on both walls, width less 4.0 nm: a 47.6, exposure +31.4 %
 molecular size, width less 0.9 nm: a 41.5, exposure +5.8 %
 collision diameter 0.65 nm, free path 10423 nm
 free path/width 417, depth/free path 0.096
 gas stored in trench / adsorbed amount: 1.1e-06
 filling time about 1.3e-04 ms
 part of line within one depth of an end: 4.0 %
```
